# Infrared absorption of H2 induced by a static electric field

## Definitions and conventions

Hartree atomic units are used, with Gaussian electromagnetic formulas and \(c=137.036\). The static field is \(F\mathbf f\), the light is linearly polarized along \(\mathbf e\), and \(\cos\chi=\mathbf e\cdot\mathbf f\); both \(\mathbf e\) and \(\mathbf f\) are unit vectors. The bond has length \(R\), direction \(\mathbf n\), equilibrium length \(R_e\) and reduced mass \(m\). Repeated Cartesian indices are summed.

With \(\alpha_\parallel(R)\) and \(\alpha_\perp(R)\) the static electronic polarizabilities along and across the bond, define

\[
\bar\alpha=\tfrac13(\alpha_\parallel+2\alpha_\perp),\qquad \gamma=\alpha_\parallel-\alpha_\perp .
\]

A level has vibrational number \(v\) and rotational number \(J\). For a transition \(vJ\to v'J'\) the radial matrix elements are

\[
a=\langle v'J'|\bar\alpha(R)|vJ\rangle,\qquad g=\langle v'J'|\gamma(R)|vJ\rangle .
\]

The letters O, Q, S mean \(J'-J=-2,0,+2\). Thus S\(_1\)(0) is \(v=0\to1\), \(J=0\to2\). The line strength \(A\) is the squared dipole matrix element along \(\mathbf e\), summed over final \(M'\) and averaged over initial \(M\).

H2 has identical nuclei and a \({}^1\Sigma_g^+\) ground state. At fixed nuclei its electronic Hamiltonian is unchanged by inversion through the bond centre. The nondegenerate ground state therefore has definite parity, while the dipole operator is odd, so the permanent dipole vanishes at every \(R\). In the Born–Oppenheimer approximation no vibration or rotation within this electronic state has an electric-dipole transition moment. "Infrared active" below means that such a moment appears.

## Simple case: a clamped molecule

Take one ground state \(|g\rangle\) and one odd state \(|u\rangle\) at energy \(\Delta\) above it, with the bond along the field and \(\mu=d(|g\rangle\langle u|+|u\rangle\langle g|)\). The perturbation is \(-F\mu\), so the first-order coefficient of \(|u\rangle\) is \((-Fd)/(0-\Delta)=Fd/\Delta\). The dipole is

\[
\langle\mu\rangle=2d\,\frac{Fd}{\Delta}=\alpha F,\qquad \alpha=\frac{2d^2}{\Delta}.
\]

For any bond direction, use three odd states \(|u_a\rangle\) that form a space-fixed vector, with \(\mu_a=d(|g\rangle\langle u_a|+|u_a\rangle\langle g|)\). Let their energies above \(|g\rangle\) be the matrix

\[
G_{ab}=\Delta_\perp(\delta_{ab}-n_an_b)+\Delta_\parallel n_an_b .
\]

The two projectors are orthogonal, so the inverse \(D=G^{-1}\) is found by inverting each coefficient. Hence

\[
\alpha_{ab}=2d^2D_{ab}=\alpha_\perp\delta_{ab}+\gamma n_an_b
=\bar\alpha\,\delta_{ab}+\gamma\left(n_an_b-\tfrac13\delta_{ab}\right),
\]

where the last form uses \(\alpha_\perp=\bar\alpha-\gamma/3\).

Now let the nuclei move classically. If \(R=R_e+X\cos\omega t\), the induced dipole contains \(F\alpha'(R_e)X\cos\omega t\) and absorbs at the vibrational frequency. If the bond rotates at angular velocity \(\Omega\) in a plane containing the field, \(\cos^2\Omega t=\frac12+\frac12\cos2\Omega t\), and the dipole oscillates at \(2\Omega\). The quantum counterpart is a change of \(J\) by 2: for a rotor with energy \(BJ(J+1)\), the interval from \(J\) to \(J+2\) is \(B(4J+6)\), which approaches \(2\Omega\) at large \(J\) because \(\Omega\approx2BJ\).

## Generalization: quantum nuclei

Let \(|i\rangle,|f\rangle\) be rovibrational levels of the ground electronic state, and \(|n\rangle\) levels of the odd electronic states. First-order perturbation theory gives

\[
|\tilde i\rangle=|i\rangle+\sum_n|n\rangle\frac{F_b\langle n|\mu_b|i\rangle}{E_n-E_i},
\]

and likewise for \(|\tilde f\rangle\). The field-free moment \(\langle f|\mu_a|i\rangle\) is zero, so to first order

\[
\langle\tilde f|\mu_a|\tilde i\rangle=F_b\sum_n\left[
\frac{\langle f|\mu_a|n\rangle\langle n|\mu_b|i\rangle}{E_n-E_i}
+\frac{\langle f|\mu_b|n\rangle\langle n|\mu_a|i\rangle}{E_n-E_f}\right].
\]

It remains to show that this is a matrix element of the clamped polarizability. Let \(K\) be the nuclear Hamiltonian in the ground electronic state. In the odd states it is \(K+G\). The sums over \(n\) become inverses:

\[
F_bd^2\langle f|\,[(K-E_i+G)^{-1}]_{ab}+[(K-E_f+G)^{-1}]_{ba}\,|i\rangle .
\]

Electronic gaps are large compared with nuclear quanta, so expand

\[
(G+K-E)^{-1}=D-D(K-E)D+D(K-E)D(K-E)D-\dots
\]

The leading terms add to \(2d^2D_{ab}=\alpha_{ab}\). For the next terms use \((K-E_i)|i\rangle=0\) and \(\langle f|(K-E_f)=0\):

\[
\langle f|D_{ac}(K-E_i)D_{cb}|i\rangle=\langle f|D_{ac}[K,D_{cb}]|i\rangle,
\]
\[
\langle f|D_{bc}(K-E_f)D_{ca}|i\rangle=-\langle f|[K,D_{cb}]D_{ac}|i\rangle .
\]

The second line also uses the symmetry of \(D\). The sum is a double commutator. With \(K=-\nabla^2/2m+V(R)\), where \(\nabla\) acts on the bond vector,

\[
[K,D_{cb}]=-\frac1{2m}\left(\nabla^2D_{cb}+2\nabla D_{cb}\cdot\nabla\right),
\]
\[
[D_{ac},[K,D_{cb}]]=\frac1m\nabla D_{ac}\cdot\nabla D_{cb}.
\]

The sign follows from \([D,\nabla]=-\nabla D\). Terms linear in the vibrational quantum have cancelled. The remainder is \(1/m\) times a mass-independent function of \(R\) and \(\mathbf n\), whose matrix element between \(|i\rangle\) and \(|f\rangle\) scales with mass as that of \(\alpha_{ab}\) does, so its relative size is of order \(1/m\). In the term with two factors \(K-E\), each factor supplies about one quantum \(\omega\), so its size relative to the leading vibrational element is about \((\omega/\Delta)^2\). Since \(\omega\propto m^{-1/2}\), this too is of order \(1/m\). Therefore

\[
\langle\tilde f|\mu_a|\tilde i\rangle=F_b\langle f|\alpha_{ab}(R,\mathbf n)|i\rangle\,[1+O(1/m)]
\]

for elements that do not vanish by symmetry or cancellation.

For real H2 there are many odd states and their transition dipoles depend on \(R\). If nuclear-motion coupling between electronic states is neglected, each state gives the same expansion with \(D\) replaced, next to a dipole, by the product of dipole and inverse gap. The same commutator cancellation follows, and the leading sum is the static polarizability at fixed \(R\).

**Test on the model.** Diagonalizing the coupled electronic and nuclear motion in a finite field, without using a polarizability, gives \(A/F^2=0.050658\) for Q\(_1\)(0) in parallel light; the polarizability formula gives \(0.050515\). The difference is 0.3% of the latter. A fourfold nuclear mass reduces this relative deviation by a factor 3.84 at the test field \(F=10^{-4}\), and by 3.87 in the limit \(F\to0\). In that limit two further fourfold increases give 3.94 and 3.97, approaching the factor 4 expected from \(1/m\). Doubling the field multiplies the S\(_1\)(0) strength by 4 within the test tolerance, as a dipole linear in \(F\) requires.

## Rotation: selection rules and strengths

The dipole operator along the light polarization is

\[
e_a\alpha_{ab}F_b=F[\bar\alpha\cos\chi+\gamma T(\mathbf n)],\qquad
T=(\mathbf n\cdot\mathbf e)(\mathbf n\cdot\mathbf f)-\tfrac13\cos\chi .
\]

The first part does not depend on direction and requires \(J'=J\). The second is a combination of spherical harmonics of degree 2. It changes \(J\) by at most 2, and because \(T(-\mathbf n)=T(\mathbf n)\), odd changes vanish. Thus

\[
\Delta J=0,\pm2,
\]

with no anisotropic \(0\to0\) element. Nonresonant Raman scattering has the amplitude \(e_a\alpha_{ab}e'_b\), with two optical polarizations. Here the static field takes the place of one of them. This is why the field-induced infrared spectrum obeys Raman selection rules.

For the strengths, start with the cross term between the two parts. It is proportional to

\[
\sum_M\langle JM|T|JM\rangle=\frac{2J+1}{4\pi}\int T\,d\mathbf n=0 ,
\]

since \(\sum_M|Y_{JM}|^2=(2J+1)/4\pi\). Randomly oriented molecules show no interference between the isotropic and anisotropic parts. The isotropic part gives \(F^2a^2\cos^2\chi\,\delta_{JJ'}\).

For the anisotropic part, write the square as a double integral and apply the addition theorem to both sums over magnetic numbers:

\[
\sum_{MM'}|\langle J'M'|T|JM\rangle|^2=
\frac{(2J+1)(2J'+1)}{16\pi^2}\iint T(\mathbf n)T(\mathbf n')P_J(x)P_{J'}(x)\,d\mathbf n\,d\mathbf n',
\]

with \(x=\mathbf n\cdot\mathbf n'\). Expand \(P_JP_{J'}=\sum_kc_kP_k\). Since \(T\) has degree 2, \(\int P_k(x)T(\mathbf n')d\mathbf n'=(4\pi/5)\delta_{k2}T(\mathbf n)\). Only \(c_2=\frac52\int_{-1}^1P_JP_{J'}P_2\,dx\) survives. Dividing by \(2J+1\) leaves \(b(J,J')\overline{T^2}\), where the bar is the average over the sphere and

\[
b(J,J')=\frac{2J'+1}{2}\int_{-1}^1P_JP_2P_{J'}\,dx .
\]

This \(b\) is the coefficient of \(P_{J'}\) in the expansion of \(P_2P_J\).

The average follows from isotropy: \(\overline{n_an_b}=\delta_{ab}/3\), and \(\overline{n_an_bn_cn_d}=(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})/15\), whose factor is fixed by taking both traces. Thus

\[
\overline{T^2}=\frac{1+2\cos^2\chi}{15}-\frac{2\cos^2\chi}{9}+\frac{\cos^2\chi}{9}
=\frac{3+\cos^2\chi}{45}.
\]

To find \(b\), apply \((2J+1)xP_J=(J+1)P_{J+1}+JP_{J-1}\) twice. In \(x^2P_J\) the coefficients are

\[
P_{J+2}:\frac{(J+1)(J+2)}{(2J+1)(2J+3)},\qquad
P_{J-2}:\frac{J(J-1)}{(2J+1)(2J-1)},
\]
\[
P_J:\frac{(J+1)^2}{(2J+1)(2J+3)}+\frac{J^2}{(2J+1)(2J-1)}
=\frac{2J^2+2J-1}{(2J-1)(2J+3)} .
\]

The last equality holds because the combined numerator is \(4J^3+6J^2-1=(2J+1)(2J^2+2J-1)\). With \(P_2=(3x^2-1)/2\),

\[
b_S=\frac{3(J+1)(J+2)}{2(2J+1)(2J+3)},\qquad
b_O=\frac{3J(J-1)}{2(2J-1)(2J+1)},
\]
\[
b_Q=\frac{3(2J^2+2J-1)-(4J^2+4J-3)}{2(2J-1)(2J+3)}
=\frac{J(J+1)}{(2J-1)(2J+3)} .
\]

The result is

\[
A=F^2\left[a^2\cos^2\chi\,\delta_{JJ'}+\frac{3+\cos^2\chi}{45}\,g^2\,b(J,J')\right].
\]

In parallel light a Q line has \((45a^2+4g^2b_Q)/45\); in perpendicular light it has \(3g^2b_Q/45\). Quadrature over all magnetic sublevels confirms the formula for initial \(J\) from 0 to 4 at three angles, including the zeros for odd \(\Delta J\).

**Limits.** At \(x=1\) every Legendre polynomial equals 1, so \(b_O+b_Q+b_S=1\). For \(J=0\), \(b_Q=0\) and \(b_S=1\): Q(0) vanishes in perpendicular light. For \(J\to\infty\), \((b_O,b_Q,b_S)\to(\frac38,\frac14,\frac38)\). This is the classical rotor. Because \(T\) has degree 2, the projection formula above shows that averaging \(T(\mathbf n')\) over \(\mathbf n'\) at fixed \(x=\mathbf n\cdot\mathbf n'\) gives \(P_2(x)T(\mathbf n)\). For randomly oriented rotors, with \(\mathbf n(0)\cdot\mathbf n(t)=\cos\Omega t\), the correlation of \(T\) at times 0 and \(t\) is therefore \(\overline{T^2}P_2(\cos\Omega t)\). Its Fourier components are the intensities, and \(P_2(\cos\Omega t)=\frac14+\frac34\cos2\Omega t\) puts \(\frac14\) at zero frequency and \(\frac38\) at each of \(\pm2\Omega\). Each S or O line has a parallel to perpendicular ratio of 4:3, whatever \(g\) is.

## Vibration: radial elements of a model

The numbers now refer to a model diatomic with the symmetry and nuclear spins of H2 but round parameters. They are not values for real H2, whose own \(\alpha_\parallel(R)\), \(\alpha_\perp(R)\) and potential would enter the same formulas. The model has

\[
V=0.2\,(1-e^{-x})^2,\quad x=R-1.5,\quad m=1000,
\]
\[
\alpha_\parallel=5e^{0.5x},\qquad \alpha_\perp=4e^{0.2x}.
\]

These polarizabilities follow from \(2d^2/\Delta\) with \(d=1\) and gaps 0.4 and 0.5 at \(R_e\).

Since \(V''(R_e)=0.4\), \(\omega=\sqrt{0.4/1000}=0.02\). For a harmonic oscillator \(\langle1|x|0\rangle=1/\sqrt{2m\omega}=0.1581\). The slopes at \(R_e\) are \(\alpha_\parallel'=2.5\) and \(\alpha_\perp'=0.8\), so \(\bar\alpha'=(2.5+1.6)/3=1.367\) and \(\gamma'=1.7\). To first order in \(x\),

\[
a\approx1.367\times0.1581=0.216,\qquad g\approx1.7\times0.1581=0.269 .
\]

The numerical elements for \(J=0\) are 0.225 and 0.285. The estimates are 4% and 6% below them; they omit the anharmonic potential and the curvature of the polarizabilities.

In S lines \(g\) is smaller: 0.2694 for S\(_1\)(0). The cause is the different centrifugal potential of the final level. Let \(N=J'(J'+1)-J(J+1)\) and let \(H_J\) be the radial Hamiltonian. Taking \(\langle f|H_{J'}-H_J|i\rangle=(E_f-E_i)\langle f|i\rangle\) and expanding \(N/(2mR^2)\) to first order in \(x\) gives

\[
\left(E_f-E_i-\frac{N}{2mR_e^2}\right)\langle f|i\rangle
\approx-\frac{N}{mR_e^3}\langle f|x|i\rangle .
\]

The bracket is close to \(\omega\). For \(N=6\) the overlap is \(-6(0.1581)/(1000\times3.375\times0.02)=-0.0141\). Multiplied by \(\gamma(R_e)=1\), it changes \(g\) from 0.2849 to about 0.271, near the numerical value. For O lines \(N<0\) and the shift has the opposite sign.

## From line strength to absorption

For light \(E\mathbf e\cos\omega t\), the golden rule gives the rate \(2\pi|\mu E/2|^2\delta(\omega-\omega_{fi})\), with \(\mu\) the transition moment along \(\mathbf e\). Multiply by \(\omega\) and divide by the intensity \(cE^2/8\pi\):

\[
\sigma(\omega)=\frac{4\pi^2\omega}{c}|\mu|^2\delta(\omega-\omega_{fi}).
\]

Let \(p_J\) be the population of the whole initial level. Stimulated emission subtracts \(p_{J'}A_{J'\to J}\). The summed squares are the same in both directions, so \((2J'+1)A_{J'\to J}=(2J+1)A_{J\to J'}\), and thermal populations give

\[
\int\sigma\,d\omega=\frac{4\pi^2\omega_{fi}}{c}\,p_JA\left(1-e^{-\omega_{fi}/kT}\right).
\]

The nuclear-spin weights of \(J\) and \(J'\) cancel here because both have the same parity. For two spin-½ nuclei the total state must change sign under exchange. The electronic state is even and rotation gives \((-1)^J\), so even \(J\) needs the spin singlet, weight 1, and odd \(J\) the triplet, weight 3. The induced dipole is even in \(\mathbf n\) and does not act on spin, so the field does not mix the two species.

## Line strengths at a chosen field and temperature

Take \(F=10^{-5}\) (51 kV/cm) and \(kT=10^{-3}\) (316 K). This field is about three times the breakdown field of H2 at one atmosphere over a centimetre gap. It can be held only in gas compressed to several atmospheres, where the dense-gas effects named at the end have to be considered. The level \(J=1\) then holds a fraction 0.588 of the molecules.

For Q\(_1\)(1), \(a=0.22498\), \(g=0.28529\) and \(b_Q=2/5\). In parallel light

\[
\frac{A}{F^2}=0.05062+\frac4{45}(0.08139)(0.4)=0.05351 .
\]

In perpendicular light the first term is absent and \(A/F^2=0.00217\). For S\(_1\)(1), \(g=0.25941\) and \(b_S=3/5\), hence

\[
\frac{A_\parallel}{F^2}=\frac4{45}(0.06729)(0.6)=0.00359,\qquad
\frac{A_\perp}{F^2}=0.00269 .
\]

With \(\omega_{fi}=0.018985\), the parallel Q\(_1\)(1) line has the integrated cross section

\[
\frac{39.48\times0.018985}{137.036}(0.588)(0.05351)\,10^{-10}=1.72\times10^{-14}.
\]

The stimulated-emission factor is 1 to the digits shown.

Summed over thermal populations, parallel light gives \(2.90\times10^{-14}\) for the Q branch and \(2.18\times10^{-15}\) for the S branch. Integrated over wavenumber instead, these are \(1.78\times10^{-25}\) cm and \(1.34\times10^{-26}\) cm. The Q branch is 13 times stronger because it contains the isotropic term. In perpendicular light that term vanishes, and the S branch, \(1.64\times10^{-15}\), exceeds the Q branch, \(9.5\times10^{-16}\). Turning the polarization thus separates \(a\) from \(g\), once the part of the absorption that grows as \(F^2\) has been isolated.

Pure rotational lines need \(\gamma\) itself, not its slope. For S\(_0\)(0), \(g=1.084\) and \(A_\parallel/F^2=(4/45)(1.084)^2=0.104\), 16 times the value for S\(_1\)(0). Its lower frequency and stronger stimulated emission offset this: the integrated cross section, \(2.9\times10^{-16}\), is below the \(3.8\times10^{-16}\) of S\(_1\)(0). This order is not general: S\(_0\)(1), at \(2.1\times10^{-15}\), exceeds S\(_1\)(1), at \(1.3\times10^{-15}\).

## Where the result fails

The field also mixes rotational levels at second order, through the energy \(-\frac12F^2\gamma\cos^2\theta\), with \(\theta\) the angle between bond and field. The formula needs \(\gamma F^2\ll B\). Here \(B=2.2\times10^{-4}\) at \(R_e\), and the ratio is about \(5\times10^{-7}\). To first order in this energy, the amplitude of \(J=2\) mixed into \(J=0\) is \(\gamma F^2/(18\sqrt5\,B)\approx0.025\,\gamma F^2/B\). At a ratio of 1, \(J\) is therefore still a good label, and the strengths of the model's lowest lines change by a few percent: Q\(_1\)(0) rises by 5% and O\(_1\)(2) by 7% in parallel light. That ratio already needs \(F\approx0.015\), about \(8\times10^7\) V/cm, far beyond the breakdown field of a gas. At ratios of several tens the lowest level of the model is strongly aligned and no longer close to a single \(J\), but the field is then 0.08 to 0.1. The dipole is no longer linear in \(F\) there, and a tunnelling estimate has real H2 ionizing in less than a picosecond, so this regime cannot be held with a static field. The expansion in nuclear quanta fails if an odd electronic state comes close to the ground state.

In a dense gas the field at a molecule differs from the applied field and collisions induce further dipoles; neither is included. Field-free electric-quadrupole absorption of H2 is also left out. Its angular operator has degree 2 as well, so it adds to the same lines, except Q(0), and in a weak field it is not small. For real H2 at \(F=10^{-5}\), an estimate from the slopes of the polarizabilities and the quadrupole moment makes it about as strong as the induced part of S\(_1\)(1) in either polarization and of Q\(_1\)(1) in perpendicular light, but only about 2% of Q\(_1\)(1) in parallel light. It does not depend on \(F\), so the induced part can be recognized by its growth as \(F^2\). The polarization ratios above hold for the induced part alone. The remaining lines and populations are in the numerical output.

## Values computed for the example and the checks

```
All values in Hartree atomic units unless stated
reduced mass 1000, Morse depth 0.2, range 1.0, R_e 1.5
gaps at R_e: parallel 0.4, perpendicular 0.5; dipole 1.0
gap decay rates: parallel 0.5, perpendicular 0.2
alpha at R_e: parallel 5.000, perpendicular 4.000
static field F = 1.0e-05, kT = 1.0e-03
harmonic frequency 0.02000, B at R_e 2.2222e-04
fundamental v=0-1, J=0: 0.019000
slopes at R_e: mean 1.3667, anisotropy 1.7000
harmonic length 1/sqrt(2 m omega) = 0.15811
mean element 0-1: numerical 0.22476, harmonic 0.21609
aniso element 0-1: numerical 0.28490, harmonic 0.26879
nuclear-spin weights: even J 1, odd J 3
populations J=0..4: 0.1011 0.5880 0.1368 0.1567 0.0120
Fundamental: line, omega, a, g, A_par/F^2, A_perp/F^2
Q1(0) 0.019000 0.22476 0.28490 0.050515 0.000000
Q1(1) 0.018985 0.22498 0.28529 0.053509 0.002170
Q1(2) 0.018953 0.22542 0.28608 0.052894 0.001559
Q1(3) 0.018907 0.22609 0.28727 0.053073 0.001467
S1(0) 0.020261 0.16265 0.26939 0.006451 0.004838
S1(1) 0.021077 0.12187 0.25941 0.003589 0.002692
S1(2) 0.021864 0.08183 0.24979 0.002852 0.002139
S1(3) 0.022617 0.04267 0.24050 0.002448 0.001836
O1(2) 0.017693 0.28769 0.30158 0.001617 0.001213
O1(3) 0.016815 0.32966 0.31313 0.002241 0.001681
Fundamental: line, integrated cross section par, perp (a.u.)
Q1(0) 2.7953e-15 0.0000e+00
Q1(1) 1.7207e-14 6.9796e-16
Q1(2) 3.9504e-15 1.1643e-16
Q1(3) 4.5295e-15 1.2521e-16
S1(0) 3.8063e-16 2.8548e-16
S1(1) 1.2813e-15 9.6100e-16
S1(2) 2.4573e-16 1.8430e-16
S1(3) 2.4995e-16 1.8746e-16
O1(2) 1.1273e-16 8.4549e-17
O1(3) 1.7011e-16 1.2758e-16
Pure rotation: line, omega, g, A_par/F^2, integrated par (a.u.)
S0(0) 0.001307 1.08421 0.104490 2.9014e-16
S0(1) 0.002170 1.08940 0.063295 2.0606e-15
Thermal branch totals: par (a.u.), par (cm), perp (a.u.), perp (cm)
Q branch 2.8990e-14 1.7817e-25 9.5328e-16 5.8588e-27
S branch 2.1824e-15 1.3413e-26 1.6368e-15 1.0060e-26
O branch 3.0490e-16 1.8739e-27 2.2868e-16 1.4054e-27
Finite-field check at F = 1.0e-04: line, direct, formula (A_par/F^2)
Q1(0) 0.050658 0.050515
S1(0) 0.006480 0.006451
Q1(2) 0.053045 0.052894
largest relative deviation 5.79e-03; at 4x mass 1.19e-03
Q1(0) deviation ratio, mass to 4x mass: 3.84
S1(0) intensity ratio on doubling the field: 3.99999
```
